# Maximum Energy Transfer from a 500 eV Argon Ion to Copper: verification in Python

```python
"""Largest energy transfer in one elastic collision with an atom at rest.

Result under test: T_max = k E, k = 4 m1 m2/(m1+m2)^2, reached head-on;
for recoil angle phi from the beam, T = k E cos(phi)^2.
m1, E: ion mass and kinetic energy; m2, T: target mass and energy received.
Internal units: length angstrom, energy eV, mass u (atomic mass unit).
The speed unit is then sqrt(eV/u). Trajectories use Newton's equations only.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

E = 500.0
M_AR, M_CU = 39.95, 63.546          # average atomic masses, u
Z_AR, Z_CU = 18, 29
TEMPERATURE = 300.0                 # K
DEBYE_T = 340.0                     # K, rough value for copper
NEIGHBOUR = 2.55                    # angstrom, rough spacing in copper

speed_unit = np.sqrt(const.e / const.atomic_mass)        # m/s
time_unit = 1e-10 / speed_unit                           # s
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # eV angstrom
bohr = const.physical_constants["Bohr radius"][0] * 1e10

# ZBL universal screened Coulomb repulsion
zbl_c = np.array([0.1818, 0.5099, 0.2802, 0.02817])
zbl_d = np.array([3.2, 0.9423, 0.4029, 0.2016])
zbl_a = 0.8853 * bohr / (Z_AR**0.23 + Z_CU**0.23)


def zbl_energy(r):
    return Z_AR * Z_CU * coulomb / r * np.sum(
        zbl_c * np.exp(-zbl_d * r / zbl_a))


def zbl_force(r):
    terms = zbl_c * np.exp(-zbl_d * r / zbl_a)
    return Z_AR * Z_CU * coulomb * np.sum(
        terms * (1 / r**2 + zbl_d / (zbl_a * r)))


def exponential_force(r):
    """Force of the model repulsion 5000 eV * exp(-r / 0.3 angstrom)."""
    return 5000.0 / 0.3 * np.exp(-r / 0.3)


def collide(b=0.0, force=zbl_force, m2=M_CU, u=0.0, spring=0.0):
    """Integrate both particles; return energy gained by the target,
    recoil angle (rad), final ion velocity along the beam, least distance."""
    v = np.sqrt(2 * E / M_AR)
    start = np.array([-10.0, b, 0.0, 0.0, v, 0.0, u, 0.0])

    def rhs(t, s):
        d = s[2:4] - s[0:2]
        r = np.hypot(d[0], d[1])
        f = force(r) * d / r
        return np.concatenate(
            [s[4:8], -f / M_AR, (f - spring * s[2:4]) / m2])

    def separated(t, s):
        return np.hypot(s[2] - s[0], s[3] - s[1]) - 10.5
    separated.terminal = True
    separated.direction = 1

    def closest(t, s):
        return np.dot(s[2:4] - s[0:2], s[6:8] - s[4:6])
    closest.direction = 1

    sol = solve_ivp(rhs, (0, 50), start, method="DOP853", rtol=1e-10,
                    atol=1e-11, events=[separated, closest])
    assert sol.status == 1, "particles did not separate"
    s = sol.y[:, -1]
    near = sol.y_events[1][0]
    r_near = np.hypot(near[2] - near[0], near[3] - near[1])
    gain = (0.5 * m2 * (s[6]**2 + s[7]**2 - u**2)
            + 0.5 * spring * (s[2]**2 + s[3]**2))
    return gain, np.arctan2(abs(s[7]), s[6]), s[4], r_near


def fraction(m1, m2):
    return 4 * m1 * m2 / (m1 + m2)**2


k = fraction(M_AR, M_CU)
T_max = k * E
v_ion = np.sqrt(2 * E / M_AR)
v_ion_after = v_ion * (M_AR - M_CU) / (M_AR + M_CU)
v_recoil = np.sqrt(2 * T_max / M_CU)

# Head-on limit from dynamics, for two force laws
T_head, phi_head, v_back, r_min = collide()
T_exp = collide(force=exponential_force)[0]
assert abs(T_head / T_max - 1) < 1e-6
assert abs(T_exp / T_max - 1) < 1e-6
assert phi_head < 1e-8
assert v_back < 0 and abs(v_back / v_ion_after - 1) < 1e-5
assert abs(0.5 * M_AR * v_back**2 - (E - T_max)) < 1e-3

# Closest approach from energy conservation in the centre-of-mass frame
E_cm = E * M_CU / (M_AR + M_CU)
r_turn = brentq(lambda r: zbl_energy(r) - E_cm, 0.05, 5.0)
assert abs(r_turn - r_min) < 1e-5

# Equal masses: complete transfer
T_equal = collide(m2=M_AR)[0]
assert abs(T_equal / E - 1) < 1e-6

# Off-axis collisions: angular law and decrease with impact parameter
table = [(0.0, phi_head, T_head)]
for b in (0.2, 0.5, 1.0, 1.5):
    gain, phi, _, _ = collide(b=b)
    assert abs(gain - T_max * np.cos(phi)**2) < 1e-3
    assert gain < table[-1][2]
    table.append((b, phi, gain))

# Isotopes (masses in u)
T_63 = fraction(39.9624, 62.9296) * E
T_65 = fraction(39.9624, 64.9278) * E
assert T_65 < T_max < T_63

# Thermal motion of the target along the beam, classical rms component
kT = const.k * TEMPERATURE / const.e
u_rms = np.sqrt(kT / M_CU)
T_away = collide(u=u_rms)[0]
T_toward = collide(u=-u_rms)[0]
thermal_shift = 0.5 * (T_away - T_toward)
first_order = T_max * (M_CU - M_AR) / M_AR * u_rms / v_ion
assert abs(thermal_shift / first_order - 1) < 0.01

# Lattice binding: Debye mean-square frequency is 3/5 of the cutoff squared
omega = np.sqrt(0.6) * const.k * DEBYE_T / const.hbar
spring_constant = M_CU * (omega * time_unit)**2
binding_shift = collide(spring=spring_constant)[0] - T_max
assert abs(binding_shift) < 0.02 * T_max

# Electronic loss: Lindhard-Scharff stopping spread as Oen-Robinson
v_bohr = const.alpha * const.c
stopping = (8 * np.pi * coulomb * bohr * Z_AR**(7 / 6) * Z_CU
            / (Z_AR**(2 / 3) + Z_CU**(2 / 3))**1.5
            * v_ion * speed_unit / v_bohr)               # eV angstrom^2
a_firsov = 0.8853 * bohr / (np.sqrt(Z_AR) + np.sqrt(Z_CU))**(2 / 3)


def electronic_loss(r):
    return (0.045 * stopping / (np.pi * a_firsov**2)
            * np.exp(-0.3 * r / a_firsov))


area_sum = quad(lambda r: 2 * np.pi * r * electronic_loss(r), 0, 20)[0]
assert abs(area_sum / stopping - 1) < 1e-6
Q = electronic_loss(r_min)
p = M_AR * v_ion
q_roots = np.roots([0.5 / M_AR + 0.5 / M_CU, -p / M_AR, Q])
T_inelastic = max(q_roots.real)**2 / (2 * M_CU)
closed = T_max * ((1 + np.sqrt(1 - Q / E_cm)) / 2)**2
assert abs(T_inelastic - closed) < 1e-6

# Repulsion of the ion by six in-plane neighbours of the struck atom
neighbour_energy = 6 * zbl_energy(np.hypot(NEIGHBOUR, r_min))

# Relativistic head-on collision, solved from the conservation laws
mp.mp.dps = 40
u_energy = mp.mpf(const.atomic_mass * const.c**2 / const.e)
R1, R2 = M_AR * u_energy, M_CU * u_energy
p_rel = mp.sqrt(E * (E + 2 * R1))
q_guess = 2 * R2 * p_rel / (R1 + R2)
q_rel = mp.findroot(
    lambda q: mp.sqrt(R1**2 + (p_rel - q)**2) + mp.sqrt(R2**2 + q**2)
    - R1 - E - R2, (q_guess, q_guess * (1 + mp.mpf("1e-6"))))
T_rel = mp.sqrt(R2**2 + q_rel**2) - R2
T_classical = 4 * R1 * R2 / (R1 + R2)**2 * E
rel_shift = float(T_rel / T_classical - 1)
assert q_rel > 0.5 * q_guess and abs(rel_shift) < 1e-6

print(f"Ion energy: {E:.0f} eV")
print(f"Argon mass: {M_AR:.2f} u")
print(f"Copper mass: {M_CU:.3f} u")
print(f"Sum of masses: {M_AR + M_CU:.3f} u")
print(f"4 m1 m2: {4 * M_AR * M_CU:.1f} u^2")
print(f"(m1 + m2)^2: {(M_AR + M_CU)**2:.1f} u^2")
print(f"Transfer fraction k: {k:.4f}")
print(f"Maximum transfer: {T_max:.1f} eV")
print(f"Maximum transfer: {T_max * const.e:.3e} J")
print(f"Energy kept by ion: {E - T_max:.1f} eV")
print(f"Ion speed before: {v_ion * speed_unit / 1e3:.1f} km/s")
print(f"Ion velocity after: {v_ion_after * speed_unit / 1e3:.1f} km/s")
print(f"Copper speed after: {v_recoil * speed_unit / 1e3:.1f} km/s")
print(f"Trajectory, ZBL force, head-on: {T_head:.3f} eV")
print(f"Trajectory, exponential force, head-on: {T_exp:.3f} eV")
print(f"Formula to same digits: {T_max:.3f} eV")
print(f"Trajectory, equal masses: {T_equal:.3f} eV")
print(f"Closest approach, head-on: {r_min:.2f} angstrom")
print("Impact parameter (angstrom), recoil angle (deg), transfer (eV):")
for b, phi, gain in table:
    print(f"  {b:.1f}  {np.degrees(phi):.1f}  {gain:.1f}")
print("Neglected effects:")
print(f"Limit for Ar-40 on Cu-63: {T_63:.1f} eV")
print(f"Limit for Ar-40 on Cu-65: {T_65:.1f} eV")
print(f"Target temperature: {TEMPERATURE:.0f} K")
print(f"Thermal rms speed, one axis: {u_rms * speed_unit:.0f} m/s")
print(f"Thermal shift of transfer: +/- {thermal_shift:.2f} eV")
print(f"Debye temperature (rough): {DEBYE_T:.0f} K")
print(f"Shift from lattice binding: {binding_shift:.2f} eV")
print(f"Electronic loss (rough): {Q:.0f} eV")
print(f"Shift from electronic loss: {T_inelastic - T_max:.0f} eV")
print(f"Neighbour spacing (rough): {NEIGHBOUR:.2f} angstrom")
print(f"Repulsion by six neighbours: {neighbour_energy:.0f} eV")
print(f"Relativistic relative shift: {rel_shift:.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Ion energy: 500 eV
Argon mass: 39.95 u
Copper mass: 63.546 u
Sum of masses: 103.496 u
4 m1 m2: 10154.7 u^2
(m1 + m2)^2: 10711.4 u^2
Transfer fraction k: 0.9480
Maximum transfer: 474.0 eV
Maximum transfer: 7.594e-17 J
Energy kept by ion: 26.0 eV
Ion speed before: 49.1 km/s
Ion velocity after: -11.2 km/s
Copper speed after: 37.9 km/s
Trajectory, ZBL force, head-on: 474.010 eV
Trajectory, exponential force, head-on: 474.010 eV
Formula to same digits: 474.010 eV
Trajectory, equal masses: 500.000 eV
Closest approach, head-on: 0.73 angstrom
Impact parameter (angstrom), recoil angle (deg), transfer (eV):
  0.0  0.0  474.0
  0.2  20.8  414.4
  0.5  48.1  211.2
  1.0  76.3  26.5
  1.5  86.4  1.9
Neglected effects:
Limit for Ar-40 on Cu-63: 475.1 eV
Limit for Ar-40 on Cu-65: 471.7 eV
Target temperature: 300 K
Thermal rms speed, one axis: 198 m/s
Thermal shift of transfer: +/- 1.13 eV
Debye temperature (rough): 340 K
Shift from lattice binding: -0.10 eV
Electronic loss (rough): 9 eV
Shift from electronic loss: -7 eV
Neighbour spacing (rough): 2.55 angstrom
Repulsion by six neighbours: 5 eV
Relativistic relative shift: 3.5e-10
ALL CHECKS PASSED
```
